**Penn relation: sum rule, average gap and an amorphous oxide film**

The program tests $\varepsilon_\infty = 1 + (E_p/E_g)^2$, where $E_p$ is the plasma energy of the counted electrons and $1/E_g^2$ is the average of $1/E_j^2$ over transition energies $E_j$, weighted by oscillator strength. For a one-dimensional model crystal it asserts that a filled band has unit strength per electron, and that the sum over transitions agrees within 1% with the density induced by a weak long-wave potential (8.217 against 8.205). It asserts that the factor multiplying $(E_p/\text{band gap})^2$ is close to 2/3 for a weak gap, and that strength blocked in a lower filled band reappears in the upper one. A dipole lattice sum confirms the local-field factor 1/3, and numerical integration confirms that damping changes neither the static value nor the total strength. For amorphous InGaZnO₄ with rough inputs, the output gives $E_p = 22.7$ eV and $E_g = 14.1$ eV, far above the optical gap of about 3 eV. The program also sizes neglected effects, including closed cation shells from Hartree–Fock calculations on free ions, the spread of the spectrum, free carriers and lattice vibrations.

## Program and output

```python
# Result under test: eps_inf = 1 + (Ep/Eg)^2 for the electronic dielectric constant.
#   Ep : plasma energy of the counted electrons, Ep^2 = hbar^2 n e^2/(eps0 m)
#   Eg : average gap, 1/Eg^2 = sum_j f_j/E_j^2 with oscillator strengths sum_j f_j = 1
# Model crystal: hbar = m = 1, period 2*pi, potential -2*V*cos(x), spinless count.
# Film example: amorphous InGaZnO4, rough typical inputs, energies in eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, scf
from pyscf.data import elements


def crystal_bands(strength, k_values, gmax=8):
    """Band energies and momentum matrix elements in a plane-wave basis."""
    g = np.arange(-gmax, gmax + 1)
    hop = -strength * (np.eye(g.size, k=1) + np.eye(g.size, k=-1))
    kinetic = k_values[:, None] + g[None, :]
    ham = np.zeros((k_values.size, g.size, g.size)) + hop
    idx = np.arange(g.size)
    ham[:, idx, idx] += 0.5 * kinetic**2
    energy, vec = np.linalg.eigh(ham)
    momentum = np.transpose(vec, (0, 2, 1)) @ (kinetic[:, :, None] * vec)
    return energy, momentum


def transitions(strength, n_k, n_filled):
    """Energies and strengths of all filled-to-empty vertical transitions."""
    k_values = (np.arange(n_k) + 0.5) / n_k - 0.5
    energy, momentum = crystal_bands(strength, k_values)
    gap = energy[:, None, n_filled:] - energy[:, :n_filled, None]
    osc = 2 * momentum[:, :n_filled, n_filled:]**2 / gap
    return gap, osc, energy, momentum


# --- Sum rule and static response of a filled band
V_model = 0.15
gap, osc, _, _ = transitions(V_model, 400, 1)
sum_f = osc.sum() / 400
m2 = (osc / gap**2).sum() / 400
m4 = (osc / gap**4).sum() / 400
assert abs(sum_f - 1) < 1e-6
edge_model, Eg_model, Edisp_model = gap.min(), m2**-0.5, (m2 / m4)**0.5
assert edge_model < Edisp_model < Eg_model

# Independent road: diagonalize a supercell with a weak long-wave potential
cells, lam = 40, 1e-3
n_pw = np.arange(-200, 201)
q = 1 / cells
cosine = 0.5 * (np.eye(n_pw.size, k=1) + np.eye(n_pw.size, k=-1))
lattice = -V_model * (np.eye(n_pw.size, k=cells) + np.eye(n_pw.size, k=-cells))
ham = np.diag(0.5 * (n_pw * q)**2) + lattice + lam * cosine
orbitals = np.linalg.eigh(ham)[1][:, :cells]
mean_cos = np.sum(orbitals * (cosine @ orbitals))
alpha_direct = -2 * mean_cos / (cells * lam * q**2)
assert abs(alpha_direct / m2 - 1) < 0.01  # remaining error is of order q^2

# --- Blocked core-to-valence transitions add strength to the valence band
gap2, osc2, en2, mom2 = transitions(0.6, 400, 2)
total_two = osc2.sum() / 400
valence_f = osc2[:, 1, :].sum() / 400
blocked_f = np.mean(2 * mom2[:, 0, 1]**2 / (en2[:, 1] - en2[:, 0]))
assert abs(total_two - 2) < 1e-5
assert valence_f > 1 and abs(valence_f - 1 - blocked_f) < 1e-5

# --- Weak-gap limit: factor multiplying (Ep/band gap)^2
V_weak = 0.005
gap_w, osc_w, _, _ = transitions(V_weak, 4000, 1)
edge_energy, _ = crystal_bands(V_weak, np.array([0.5]))
band_gap_w = edge_energy[0, 1] - edge_energy[0, 0]
factor_weak = band_gap_w**2 * (osc_w / gap_w**2).sum() / 4000
assert abs(factor_weak - 2 / 3) < 0.01

# --- Film example
density, index_long, optical_gap = 6.1, 1.9, 3.0  # g/cm3, 1, eV (rough)
molar_mass = (elements.MASSES[49] + elements.MASSES[31]
              + elements.MASSES[30] + 4 * elements.MASSES[8])
units_m3 = density * 1e6 / molar_mass * const.N_A


def plasma_energy(n_m3, mass_ratio=1.0):
    omega2 = n_m3 * const.e**2 / (const.epsilon_0 * const.m_e * mass_ratio)
    return const.hbar * np.sqrt(omega2) / const.e


n_valence = 3 + 3 + 2 + 4 * 6
Ep = plasma_energy(n_valence * units_m3)
eps_inf = index_long**2
Eg = Ep / np.sqrt(eps_inf - 1)
Ep_no2s = plasma_energy((n_valence - 8) * units_m3)
Eg_no2s = Ep_no2s / np.sqrt(eps_inf - 1)

# --- Damped oscillator: width changes neither static value nor sum rule
for width in (2.0, 6.0):
    def absorption(E):
        return (Ep**2 / (Eg**2 - E**2 - 1j * width * E)).imag

    def integrate(func):
        return quad(func, 1e-9, 100, limit=400)[0] + quad(func, 100, np.inf)[0]

    static = 1 + 2 / np.pi * integrate(lambda E: absorption(E) / E)
    strength = 2 / np.pi * integrate(lambda E: absorption(E) * E)
    assert abs(static - eps_inf) < 1e-4
    assert abs(strength / Ep**2 - 1) < 1e-4

# --- Lorentz local field from a needle of dipoles on a cubic lattice
z = np.arange(-1000, 1001).astype(float)
lattice_sum = 0.0
for ix in range(-4, 5):
    for iy in range(-4, 5):
        rho2 = ix**2 + iy**2
        if rho2 <= 16:
            zz = z[z != 0] if rho2 == 0 else z
            lattice_sum += np.sum((2 * zz**2 - rho2) / (zz**2 + rho2)**2.5)
local_factor = lattice_sum / (4 * np.pi)
assert abs(local_factor - 1 / 3) < 1e-3
E0 = np.sqrt(Eg**2 + Ep**2 / 3)
for E in (0.0, 2.25, 8.0):
    bare = Ep**2 / (E0**2 - E**2)
    coupled = bare / (1 - local_factor * bare)
    assert abs(coupled / (Ep**2 / (Eg**2 - E**2)) - 1) < 2e-3


# --- Film density at fixed average gap or at fixed bare oscillator energy
def eps_fixed_bare(scale):
    bare = scale * Ep**2 / E0**2
    return 1 + bare / (1 - bare / 3)


step = 1e-4
slope = (np.log(eps_fixed_bare(1 + step) - 1)
         - np.log(eps_fixed_bare(1 - step) - 1)) / (2 * step)
assert abs(slope - (eps_inf + 2) / 3) < 1e-5
eps_thin_gap = 1 + 0.95 * Ep**2 / Eg**2
eps_thin_bare = eps_fixed_bare(0.95)

# --- Spread of the spectrum: two oscillators with the same Ep and eps_inf
photon = const.h * const.c / (550e-9 * const.e)
f_low, E_low = 0.15, 7.0
E_high = np.sqrt((1 - f_low) / (1 / Eg**2 - f_low / E_low**2))
n_single = np.sqrt(1 + Ep**2 / (Eg**2 - photon**2))
n_two = np.sqrt(1 + Ep**2 * (f_low / (E_low**2 - photon**2)
                             + (1 - f_low) / (E_high**2 - photon**2)))
E_disp = np.sqrt((1 / Eg**2) / (f_low / E_low**4 + (1 - f_low) / E_high**4))
n_disp = np.sqrt(1 + (eps_inf - 1) / (1 - photon**2 / E_disp**2))
assert E_disp < Eg and abs(n_disp - n_two) < 0.004


# --- Closed cation shells: finite-field Hartree-Fock for free ions
def ion_polarizability(symbol, charge):
    ecp = {'In': 'def2-svp'} if symbol == 'In' else {}
    mol = gto.M(atom=symbol + ' 0 0 0', charge=charge, spin=0,
                basis='def2-qzvpp', ecp=ecp, verbose=0)
    field = 0.01
    dip = mol.intor('int1e_r')[2]
    core = scf.hf.get_hcore(mol)
    free = scf.RHF(mol)
    free.conv_tol = 1e-11
    e_free = free.kernel()
    driven = scf.RHF(mol)
    driven.conv_tol = 1e-11
    driven.get_hcore = lambda *args: core + field * dip
    e_driven = driven.kernel(dm0=free.make_rdm1())
    assert free.converged and driven.converged
    from_dipole = -np.sum(driven.make_rdm1() * dip) / field
    from_energy = -2 * (e_driven - e_free) / field**2
    assert from_dipole > 0 and abs(from_energy / from_dipole - 1) < 0.01
    return from_dipole


bohr = const.physical_constants['Bohr radius'][0]
alpha_ion = {s: ion_polarizability(s, c)
             for s, c in (('Zn', 2), ('Ga', 3), ('In', 3))}
d_eps_shell = 4 * np.pi * sum(alpha_ion.values()) * bohr**3 * units_m3
d_eps_shell_local = d_eps_shell * ((eps_inf + 2) / 3)**2

# --- Free carriers, lattice vibrations, thermal gap shift
carriers, mass_ratio = 1e19, 0.34  # cm^-3, 1 (rough)
d_eps_free = -plasma_energy(carriers * 1e6, mass_ratio)**2 / photon**2
eps_static, phonon = 10.0, 0.05  # 1, eV (rough)
d_eps_lattice = (eps_static - eps_inf) * phonon**2 / (phonon**2 - photon**2)
gap_shift = 0.1
d_eps_thermal = Ep**2 / (Eg - gap_shift)**2 - Ep**2 / Eg**2

print("MODEL CRYSTAL (hbar = m = 1, period 2 pi)")
print(f"potential strength V                     {V_model:.3f}")
print(f"strength per electron, filled band       {sum_f:.6f}")
print(f"polarizability, sum over transitions     {m2:.4f}")
print(f"polarizability, supercell response       {alpha_direct:.4f}")
print(f"absorption edge                          {edge_model:.4f}")
print(f"dispersion energy                        {Edisp_model:.4f}")
print(f"average gap                              {Eg_model:.4f}")
print(f"two filled bands (V=0.6): total strength {total_two:.5f}")
print(f"  strength of upper filled band          {valence_f:.4f}")
print(f"  blocked lower-to-upper strength        {blocked_f:.4f}")
print(f"weak-gap factor A (V=0.005)              {factor_weak:.4f}")
print(f"local-field factor from lattice sum      {local_factor:.5f}")
print("FILM: amorphous InGaZnO4, rough inputs")
print(f"mass density                             {density:.2f} g/cm3")
print(f"molar mass                               {molar_mass:.2f} g/mol")
print(f"formula units                            {units_m3*1e-6:.3e} cm^-3")
print(f"valence electrons per formula unit       {n_valence}")
print(f"valence electron density                 {n_valence*units_m3*1e-6:.3e} cm^-3")
print(f"plasma energy Ep                         {Ep:.2f} eV")
print(f"long-wave refractive index               {index_long:.2f}")
print(f"electronic dielectric constant           {eps_inf:.3f}")
print(f"average gap Eg                           {Eg:.2f} eV")
print(f"optical gap (rough input)                {optical_gap:.1f} eV")
print(f"ratio Eg / optical gap                   {Eg/optical_gap:.2f}")
print(f"eps if optical gap were used as Eg       {1+(Ep/optical_gap)**2:.1f}")
print(f"bare oscillator energy E0                {E0:.2f} eV")
print(f"log slope of eps-1 with density, fixed E0 {slope:.3f}")
print(f"eps at 5% lower density, fixed Eg        {eps_thin_gap:.3f}")
print(f"eps at 5% lower density, fixed E0        {eps_thin_bare:.3f}")
print("NEGLECTED EFFECTS")
print(f"without O 2s: Ep                         {Ep_no2s:.2f} eV")
print(f"without O 2s: Eg                         {Eg_no2s:.2f} eV")
for name, value in alpha_ion.items():
    print(f"{name} ion polarizability (HF)              {value:.3f} bohr^3")
print(f"closed shells, eps change, no local field {d_eps_shell:.3f}")
print(f"closed shells, eps change, full Lorentz  {d_eps_shell_local:.3f}")
print(f"photon energy at 550 nm                  {photon:.3f} eV")
print(f"low oscillator: share, energy            {f_low:.2f}, {E_low:.1f} eV")
print(f"high oscillator energy                   {E_high:.2f} eV")
print(f"dispersion energy, two oscillators       {E_disp:.2f} eV")
print(f"index at 550 nm, single oscillator       {n_single:.3f}")
print(f"index at 550 nm, two oscillators         {n_two:.3f}")
print(f"index at 550 nm, dispersion-energy form  {n_disp:.3f}")
print(f"carrier density, mass ratio              {carriers:.0e} cm^-3, {mass_ratio:.2f}")
print(f"free carriers, eps change at 550 nm      {d_eps_free:.4f}")
print(f"static eps, phonon energy (rough)        {eps_static:.0f}, {phonon:.2f} eV")
print(f"lattice, eps change at 550 nm            {d_eps_lattice:.4f}")
print(f"average gap lowered by {gap_shift:.1f} eV, eps change {d_eps_thermal:.3f}")
print("success")
```

Running it gives:

```
MODEL CRYSTAL (hbar = m = 1, period 2 pi)
potential strength V                     0.150
strength per electron, filled band       1.000000
polarizability, sum over transitions     8.2172
polarizability, supercell response       8.2052
absorption edge                          0.2934
dispersion energy                        0.3278
average gap                              0.3488
two filled bands (V=0.6): total strength 2.00000
  strength of upper filled band          1.9934
  blocked lower-to-upper strength        0.9934
weak-gap factor A (V=0.005)              0.6667
local-field factor from lattice sum      0.33333
FILM: amorphous InGaZnO4, rough inputs
mass density                             6.10 g/cm3
molar mass                               313.92 g/mol
formula units                            1.170e+22 cm^-3
valence electrons per formula unit       32
valence electron density                 3.745e+23 cm^-3
plasma energy Ep                         22.72 eV
long-wave refractive index               1.90
electronic dielectric constant           3.610
average gap Eg                           14.07 eV
optical gap (rough input)                3.0 eV
ratio Eg / optical gap                   4.69
eps if optical gap were used as Eg       58.4
bare oscillator energy E0                19.23 eV
log slope of eps-1 with density, fixed E0 1.870
eps at 5% lower density, fixed Eg        3.479
eps at 5% lower density, fixed E0        3.376
NEGLECTED EFFECTS
without O 2s: Ep                         19.68 eV
without O 2s: Eg                         12.18 eV
Zn ion polarizability (HF)              2.216 bohr^3
Ga ion polarizability (HF)              1.173 bohr^3
In ion polarizability (HF)              3.155 bohr^3
closed shells, eps change, no local field 0.143
closed shells, eps change, full Lorentz  0.499
photon energy at 550 nm                  2.254 eV
low oscillator: share, energy            0.15, 7.0 eV
high oscillator energy                   20.65 eV
dispersion energy, two oscillators       8.68 eV
index at 550 nm, single oscillator       1.918
index at 550 nm, two oscillators         1.951
index at 550 nm, dispersion-energy form  1.949
carrier density, mass ratio              1e+19 cm^-3, 0.34
free carriers, eps change at 550 nm      -0.0080
static eps, phonon energy (rough)        10, 0.05 eV
lattice, eps change at 550 nm            -0.0031
average gap lowered by 0.1 eV, eps change 0.038
success
```
